Zero-Field Spin Hamiltonian from Second-Order Spin-Orbit Coupling

**1. Definitions and conventions**

A magnetic ion in a solid or molecule has orbital states separated by the electric field of its neighbours and a total spin S. We seek an operator that acts on the 2S+1 spin states of the orbital ground level and reproduces their energies without a magnetic field.

L and S denote the orbital and spin angular momenta divided by ħ, so that

[S_i, S_j] = i Σ_k ε_ijk S_k.  (1)

The indices i, j, k run over x, y, z. The Hamiltonian is

H = H_orb + V, V = λ L·S.  (2)

H_orb contains no spin operator and is invariant under time reversal. The constant λ is an energy. All orbital states kept in H have the same S. They satisfy H_orb|n> = E_n|n>. The ground state |0> is nondegenerate, and Δ_n = E_n − E_0 > 0 for n ≠ 0. The matrix elements of V are assumed small compared with Δ_n.

**2. The spin-orbit constant of a high-spin ion**

The starting point is the one-electron coupling of order 1/c². For an electron of potential energy U(r), averaging over the radial function of the shell gives ζ l·s, with

ζ = (ħ²/2m²c²) <(1/r) dU/dr>.  (3)

The factor ħ² appears because l and s are dimensionless. For a bare nucleus in Gaussian units, U = −Ze²/r and ζ = (Ze²ħ²/2m²c²)<1/r³>. We take the same ζ for all orbitals of the shell.

Let N electrons occupy a d shell that is at most half full, with maximum spin S = N/2. Their spin function is symmetric under every exchange of electrons. Within such functions all the s_a have the same matrix elements. Since their sum is S, each s_a acts as S/N = S/(2S), where the denominator is the spin quantum number. Therefore

Σ_a ζ l_a·s_a → (ζ/2S) L·S, λ = +ζ/2S.  (4)

Above half filling we count holes. Let h_pq be the matrix of a traceless one-electron operator. Then

Σ h_pq a†_p a_q = −Σ h_pq a_q a†_p,  (5)

so the matrix acting on holes is −hᵀ. The hole angular momenta are −lᵀ and −sᵀ, and their sums give the same total L and S. The coupling becomes −ζ(l·s)ᵀ = −ζ(−lᵀ)·(−sᵀ). Its form is unchanged but its sign is reversed. With 2S holes of maximum spin, the argument leading to (4) gives

λ = −ζ/2S.  (6)

Both results discard the part of the coupling that leads to states of different total spin. That part is evaluated for the example in Section 8.

**3. Eliminating the excited orbital states**

Let P project onto |0> with any spin state, and let Q = 1 − P. Divide V into V_d = PVP + QVQ and V_o = PVQ + QVP. A unitary transformation with anti-Hermitian G, of first order in λ, gives

e^G H e^(−G) = H_orb + V + [G,H_orb] + [G,V] + ½[G,[G,H_orb]] + O(λ³).  (7)

We remove the first-order coupling between P and Q by requiring

[G,H_orb] = −V_o.  (8)

The double commutator is then −½[G,V_o], and (7) becomes

e^G H e^(−G) = H_orb + V_d + ½[G,V_o] + [G,V_d] + O(λ³).  (9)

The term [G,V_d] still connects P and Q, but it is of order λ². Removing it changes the P block only from order λ⁴. Up to second order the P block is therefore

H_eff = E_0 + PVP + ½P[G,V_o]P.  (10)

Write V_0n = <0|V|n>, which remains an operator on the spin. The 0n and n0 elements of (8) read

G_0n (E_n − E_0) = −V_0n, so G_0n = −V_0n/Δ_n,
G_n0 (E_0 − E_n) = −V_n0, so G_n0 = +V_n0/Δ_n.  (11)

The commutator in (10) now gives

½ Σ_n (G_0n V_n0 − V_0n G_n0) = −Σ_n V_0n V_n0/Δ_n.  (12)

The sum runs over n ≠ 0. Since H_orb does not act on spin, Δ_n is a number and does not depend on the spin state. Inserting V_0n = λ Σ_i <0|L_i|n> S_i gives

H_eff = E_0 + λ Σ_i <0|L_i|0> S_i − λ² Σ_ij Λ_ij S_i S_j + O(λ³),  (13)

Λ_ij = Σ_n <0|L_i|n><n|L_j|0>/Δ_n.  (14)

In the second-order term the orbital problem enters only through the nine elements Λ_ij.

**4. Why the tensor is real and symmetric**

Without spin, time reversal is complex conjugation in a suitable orbital basis, and H_orb is a real matrix there. Its eigenvectors can be chosen real. L changes sign under time reversal, so its matrix elements between real states are imaginary. A diagonal element of a Hermitian operator is also real. Hence

<0|L_i|0> = 0.  (15)

This is the quenching of the orbital moment. It removes the first-order term of (13).

Each product in (14) contains two imaginary factors, so Λ_ij is real. Hermiticity of L gives Λ_ij* = Λ_ji, and together these properties give Λ_ij = Λ_ji. We obtain

H_eff = E_0 + S·D·S, S·D·S = Σ_ij D_ij S_i S_j,
D_ij = D_ji = −λ² Λ_ij.  (16)

For any real vector v,

Σ_ij v_i Λ_ij v_j = Σ_n |<n|v·L|0>|²/Δ_n ≥ 0.  (17)

Thus no eigenvalue of D is positive before its trace is removed.

The induced orbital moment shows what the tensor means. To first order in λ, the ground state acquires the admixture −Σ_n |n>V_n0/Δ_n. The two cross terms in the projected orbital moment give

(L_i)_ind = −λ Σ_j (Λ_ij + Λ_ji) S_j = −2λ Σ_j Λ_ij S_j.  (18)

Comparison with (16) shows that S·D·S = ½λ L_ind·S. The coupling energy λ L_ind·S is twice this, and the energy needed to distort the orbital state returns half of it. The spin prefers the direction in which the orbital state can most easily acquire a moment. For a spin along a principal axis of the tensor, the sign of λ decides whether that moment is parallel or antiparallel to the spin, but it does not affect D at this order.

The role of time reversal is visible if H_orb breaks it. Then Λ_ij = R_ij + iA_ij, with R symmetric and A antisymmetric. By (1), the additional second-order term is

−iλ² Σ_ij A_ij S_i S_j = −(iλ²/2) Σ_ij A_ij [S_i,S_j]
= +½λ² Σ_ijk ε_ijk A_ij S_k.  (19)

It acts as a magnetic field on the spin. The first-order term of (13) need not vanish in that case either.

**5. Axial and rhombic parameters**

A real symmetric tensor has three perpendicular principal axes. In these axes,

S·D·S = D_xx S_x² + D_yy S_y² + D_zz S_z².  (20)

Write the first two terms as ½(D_xx+D_yy)(S_x²+S_y²) + ½(D_xx−D_yy)(S_x²−S_y²), and use S_x²+S_y² = S(S+1) − S_z². With

D = D_zz − ½(D_xx+D_yy), E = ½(D_xx−D_yy),  (21)

the coefficient of S_z² is D. The coefficient of S(S+1) is ½(D_xx+D_yy) = (Tr D_ij − D)/3. Therefore

S·D·S = D[S_z² − S(S+1)/3] + E(S_x² − S_y²) + S(S+1) Tr D_ij/3.  (22)

The last term shifts all spin levels equally. Here D without indices is the axial parameter and D_ij is the tensor.

For S = 1/2, the symmetric part of S_i S_j is δ_ij/4, so (16) is a constant and there is no splitting. In cubic symmetry a symmetric tensor of rank two is proportional to the unit tensor. Then D = E = 0, and any anisotropy must come from higher powers of the spin.

For S = 1, the E term couples M = +1 and M = −1 with matrix element E. The energies without the constant are −2D/3 and D/3 ± E. A rhombic field therefore splits this pair in first order.

**6. The five levels of spin two**

For S = 2, S_z² − 2 has the values 2, −1, −2, −1, 2 for M = 2, 1, 0, −1, −2. The rhombic term uses

S_x² − S_y² = ½(S_+² + S_−²).  (23)

From S_+|0> = √6|1>, S_+|1> = 2|2> and S_+|−1> = √6|0>, its elements are

<2|S_x²−S_y²|0> = √6, <1|S_x²−S_y²|−1> = 3.  (24)

The states M = ±1 consequently have energies −D ± 3E. The combination (|2> − |−2>)/√2 does not couple to |0> and has energy 2D. The combination (|2> + |−2>)/√2 couples to |0> with element √2·√6 E = 2√3 E. The corresponding matrix has diagonal elements 2D and −2D, so its eigenvalues are

±2√(D² + 3E²).  (25)

For D < 0 and small |E/D|, the lowest two levels come mainly from M = ±2. Their tunnel splitting is

δ_t = 2√(D²+3E²) − 2|D| ≈ 3E²/|D|.  (26)

The E term changes M by two, so it must act twice to connect M = 2 with M = −2. This explains the square of E.

**7. A d⁶ ion in a distorted tetrahedral field**

The parameters are round, rough values in the regime of a high-spin ferrous ion with four neighbours. Five d electrons of one spin form a half-filled shell with L = 0. The sixth electron carries L = 2, and S = 2. We take ζ = 50 meV, so (6) gives λ = −50/4 = −12.5 meV.

With a common radial factor, the real orbitals are

x²−y²: (x²−y²)/2; z²: (2z²−x²−y²)/(2√3); xy; xz; yz.  (27)

Before mixing, their energies are 0, 200, 500, 600 and 650 meV in the order x²−y², z², xy, xz, yz. A rhombic field couples the first two with w = 20 meV. The lower eigenvalue of this pair is

E_0 = 100 − √(100² + 20²) = −1.98 meV.  (28)

For the ground orbital |0> = c|x²−y²> + s|z²>, the first row of the eigenvalue equation gives s/c = E_0/w = −0.099. Normalization gives c = 0.9951 and s = −0.0985.

Now apply L = −i r×∇, which leaves a radial factor unchanged. For example, L_x = −i(y∂_z − z∂_y) turns (x²−y²)/2 into −i yz and turns the z² function into −i√3 yz. The same differentiation for the other components gives

L_x|0> = −i(c + √3 s)|yz>,
L_y|0> = −i(c − √3 s)|xz>,
L_z|0> = 2ic|xy>.  (29)

Each component leads to a different excited orbital, so Λ is diagonal:

Λ_xx = (c+√3 s)²/Δ_yz, Λ_yy = (c−√3 s)²/Δ_xz, Λ_zz = 4c²/Δ_xy.  (30)

The gaps measured from E_0 are Δ_xy = 501.98, Δ_xz = 601.98 and Δ_yz = 651.98 meV. With λ² = 156.25 meV²,

D_xx = −156.25 × 0.001043 = −0.163 meV,
D_yy = −156.25 × 0.002258 = −0.353 meV,
D_zz = −156.25 × 0.007891 = −1.233 meV.  (31)

Equation (21) then gives

D = −1.233 + ½(0.163 + 0.353) = −0.975 meV,
E = ½(−0.163 + 0.353) = 0.095 meV.  (32)

The negative D favours large |M| along z. Its main source is the factor 4 in Λ_zz. In the limit s = 0 with all three gaps equal to Δ, (30) gives D = −3λ²/Δ. If z² is instead the ground orbital, c = 0 and |s| = 1. Equal gaps then give Λ_xx = Λ_yy = 3/Δ, Λ_zz = 0 and D = +3λ²/Δ. Changing the ground orbital can thus turn an easy axis into an easy plane.

The small admixture s matters more for E than for D. With w set to zero and the other inputs held fixed, (30) gives D = −1.00 meV and E = 0.010 meV. The mixing makes (c+√3 s)² and (c−√3 s)² unequal already in first order in s.

With the constant removed, the five levels are −1.978, −1.950, 0.690, 1.260 and 1.978 meV. The separation of the lowest and highest levels, taken here as the barrier, is 3.96 meV, or 45.9 K. The lowest pair is split by 0.0275 meV, or 6.66 GHz.

**8. Accuracy and neglected effects**

The omitted terms in (13) start at order λ³. This was tested for S = 2 and a low-symmetry orbital Hamiltonian with dimensionless levels 0, 1, 1.3, 1.7 and 2.2. Halving λ from 0.004 to 0.002 reduced the error of the traceless tensor by a factor 7.90, close to the expected 8.

For the example, diagonalizing (2) without expanding in λ gives D = −0.927 meV and E = 0.089 meV. Relative to these values, the second-order magnitudes are too large by about 5% and 6%. The largest energy in the part of the effective Hamiltonian that is neither constant nor quadratic in spin is 0.005 meV. This is small beside D but not beside the tunnel splitting.

A larger omission is the coupling to spin triplets. It was evaluated in a model of all states of the d⁶ shell, using the same ζ and crystal field and Racah parameters B = 110 meV and C = 450 meV for the electron repulsion. The lowest triplet lies 2.08 eV above the ground quintet. Nevertheless, the triplets add −0.32 meV to D in second order, 33% of the quintet contribution.

The large triplet gap alone does not justify neglecting these states. The coupling to them comes from the same one-electron operator, so its matrix elements can be of order ζ. Dividing ζ² by the triplet gap gives 2500/2078 = 1.2 meV, which is not small beside |D|. This is only a scale. The part that reaches D depends on the matrix elements and on cancellations among directions, so the sum over states is needed.

Diagonalizing the full d⁶ model gives D = −1.21 meV, E = 0.125 meV and a barrier of 4.93 meV. Relative to this model, the second-order quintet result underestimates |D| by 19% and the barrier by 20%.

The tunnel splitting changes more, from 0.0275 to 0.0617 meV. Inserting the full-model D and E into (26) gives 0.038 meV, which does not account for the whole change. The remainder comes from terms of fourth degree in the spin. For S = 2 and time-reversal symmetry, these are the only terms left after the constant and quadratic parts have been separated. A tensor that describes the barrier fairly well can therefore fail for the splitting of the lowest pair.

The direct magnetic interaction between electron spins is also absent from (2). Its energy scale is μ_B²/r³ in Gaussian units, or 0.054 meV at r = 0.1 nm. This is about 6% of the second-order |D|. It is a scale, not a calculated correction, because the actual value depends on the spatial distribution of the electrons.

**9. Relation to a real ion and to memory**

An axial parameter of order 1 meV is a reasonable rough size for a high-spin ferrous ion with four neighbours, though its value and sign depend strongly on the site. The example is not a prediction for a particular compound. Real ions violate the restriction to one spin value, which changes |D| here by the amount found above. Their d orbitals also mix with ligand orbitals, which can reduce the effective ζ. At fixed gaps and orbital matrix elements, D ∝ ζ² in second order, so a 10% reduction of ζ lowers |D| by 19%. Vibrations and changes of geometry are left out of both models.

In the second-order spin model, 0.03% of the thermal population lies outside the lowest pair at 4 K. At 300 K the figure is 57%, close to the 60% for five equally populated levels. The barrier of this single ion therefore does not confine its spin to the lowest pair at room temperature. The first excited orbital, 204 meV above the ground orbital, has a Boltzmann factor of only 4×10⁻⁴ at 300 K, so thermal occupation of excited orbitals is a much smaller effect.

Low temperature alone does not make the isolated ion a stable memory. In zero field its two lowest eigenstates contain M and −M with equal weight, so <S_z> = 0 in each. A state prepared near M = 2 is a superposition of both and oscillates towards M = −2 at the frequency δ_t/h, if the environment is ignored. A longitudinal magnetic field can suppress this oscillation by separating the M = ±2 states by an energy large compared with δ_t but small compared with |D|. A large negative D is useful for storage, but at zero field the splitting δ_t caused by the rhombic term and by the fourth-degree terms that change M must also be small. These conditions are not sufficient in a real material, where vibrations can also reverse the spin.

The description fails when an excited orbital approaches the ground orbital and V connects the two, because the corresponding term in (14) then grows as 1/Δ_n. It can also fail when V does not connect the two directly, if their gap becomes comparable with the second-order energies, of order λ² divided by the gaps to the other orbitals. V can then mix the two through a third orbital. The small splitting of the lowest spin pair can be changed strongly by this mixing at considerably larger gaps. In either case both orbitals must be kept in an effective Hamiltonian for their joint space. If the orbital ground level is degenerate, its orbital moment need not be quenched, and spin-orbit coupling can split the level in first order. A spin Hamiltonian built on a single orbital state is then the wrong starting point. The numerical output below lists the inputs and main results of the example.

Calculated quantities

```
zeta = 50.0 meV; lam = -12.50 meV; S = 2, L = 2
orbital energies x2-y2, z2, xy, xz, yz (meV): [  0. 200. 500. 600. 650.]
rhombic mixing element = 20.0 meV
ground orbital: c = 0.99513, s = -0.09854; energy = -1.9804 meV
gap to first excited orbital = 203.961 meV
gaps xy, xz, yz = 501.980, 601.980, 651.980 meV
Lambda_xx = 0.001043 1/meV; D_xx = -0.16290 meV
Lambda_yy = 0.002258 1/meV; D_yy = -0.35277 meV
Lambda_zz = 0.007891 1/meV; D_zz = -1.23298 meV
constant shift from the trace = -3.4973 meV
second order: D = -0.97514 meV, E = 0.09493 meV
spin levels, trace removed (meV): [-1.9778 -1.9503  0.6903  1.2599  1.9778]
barrier, lowest to highest level = 3.9556 meV = 45.90 K
tunnel splitting of lowest pair = 0.02753 meV = 6.657 GHz
error ratio on halving lam (general test) = 7.899
term model, all orders: D = -0.92729 meV, E = 0.08922 meV
term model: largest non-quadratic spin energy = 0.00466 meV
term model: mean excited-orbital weight = 0.637 %
Racah B = 110.0 meV, C = 450.0 meV
lowest triplet above ground quintet = 2078.01 meV
second-order triplet part: D = -0.32055 meV, E = 0.03971 meV
triplet D / quintet D = 32.87 %
full d6 shell: D = -1.20928 meV, E = 0.12498 meV
full d6 shell: barrier = 4.9283 meV
full d6 shell: tunnel splitting = 0.06167 meV
dipole scale mu_B^2/r^3 at r = 0.1 nm = 0.05368 meV
population outside lowest pair at 4 K = 0.0275 %
population outside lowest pair at 300 K = 56.9313 %
Boltzmann factor of first excited orbital at 300 K = 3.746e-04
```
